# Steady Pulses of a Haus Laser with a Fast Saturable Absorber

A pulse circulates in a ring laser. Its envelope $a(T,t)$ is normalized so that $|a|^2$ is power; $t$ is time within one round trip and $T$ counts slow time over many round trips of duration $T_R$. Fourier components vary as $e^{i\omega t}$. Gain and loss are amplitude values per round trip: a gain $g$ multiplies the amplitude by $e^g$. The parts below build the Haus equation without dispersion or Kerr phase, find its steady pulses, and ask when they survive in a laser with saturable gain.

## (a) The equation

**Question.** The ring holds a gain $g$, a Lorentzian filter with amplitude transmission $1/(1+i\omega/\Omega_f)$, and an absorber with amplitude loss $q_0/(1+P/P_A)$ that follows the power $P=|a|^2$ instantly. Find the equation of motion when every change per round trip is small.

**Solution.** Small changes add, so their order in the ring does not matter to leading order. For the filter,

$$-\ln\left(1+\frac{i\omega}{\Omega_f}\right)=-\frac{i\omega}{\Omega_f}-\frac{\omega^2}{2\Omega_f^2}+\frac{i\omega^3}{3\Omega_f^3}+\dots$$

The first term is a delay, which is absorbed into $T_R$. In the second, $-\omega^2$ stands for $\partial_t^2$, which gives $D\,\partial_t^2a$ with $D=1/(2\Omega_f^2)$. The third is neglected for a pulse spectrum much narrower than the filter. A gain line $g/(1+i\omega/\Omega_g)$ expands to $g(1-i\omega/\Omega_g-\omega^2/\Omega_g^2)$ and adds $g/\Omega_g^2$ to $D$.

For $P\ll P_A$ the absorber loss is $q_0-\gamma P$, with $\gamma=q_0/P_A$. Let $l$ be the total linear loss, including $q_0$. Then

$$T_R\,\partial_Ta=(g-l)a+D\,\partial_t^2a+\gamma|a|^2a .\tag{1}$$

For a Gaussian beam of radius $w$ and an absorber saturation intensity $I_A$, the relevant intensity is the power-weighted average

$$\frac1P\int I^2\,dS=\frac{4P}{\pi^2w^4}\int_0^\infty e^{-4\rho^2/w^2}\,2\pi\rho\,d\rho=\frac{P}{\pi w^2},$$

so $P_A=\pi w^2I_A$.

## (b) All localized steady pulses

**Question.** Let $s=l-g$, with $D,\gamma>0$. Call a pulse steady if it changes at most by a uniform drift in $t$ and a uniform rotation of phase. Find every nonzero steady pulse for which $a$ and its derivatives vanish in the tails and the integrals below exist.

**Solution.** First, drift and rotation are excluded. A steady pulse has constant energy, hence constant $g$. Define

$$F=\int\left(D|a'|^2+s|a|^2-\tfrac{\gamma}{2}|a|^4\right)dt,$$

where a prime means $\partial_t$. Differentiating and integrating the first term by parts gives

$$\frac{dF}{dT}=2\,\mathrm{Re}\int(\partial_Ta)^*\left(-Da''+sa-\gamma|a|^2a\right)dt=-2T_R\int|\partial_Ta|^2dt,$$

because the bracket is $-T_R\,\partial_Ta$ by (1). Drift and phase rotation leave $F$ unchanged. Therefore $\partial_Ta=0$, and

$$Da''=sa-\gamma|a|^2a.\tag{2}$$

Second, the phase is constant. The real part $x$ and imaginary part $y$ of $a$ obey the same linear equation $Df''=(s-\gamma|a|^2)f$. Hence $(xy'-yx')'=0$. This Wronskian vanishes in the tails, so it vanishes everywhere, and $x$ and $y$ are proportional. A constant phase factor makes $a$ real.

Third, multiply (2) by $2a'$ and integrate. The constant is zero because of the tails:

$$D\,a'^2=s\,a^2-\tfrac{\gamma}{2}a^4.\tag{3}$$

If $s\le0$, the right side is negative wherever $a\ne0$, which is impossible. So $s>0$: the gain must lie below the loss outside the pulse.

If $a$ vanished at some time, (3) would make $a'$ vanish there too, and (2) would then give $a=0$ at all times. So $a$ keeps one sign; take it positive. Put $b=1/a$, so that $a'=-b'/b^2$. Multiplying (3) by $b^4$ gives

$$D\,b'^2=s\,b^2-\tfrac{\gamma}{2}.$$

Its derivative is $2b'(Db''-sb)=0$. Thus $b''=(s/D)b$ wherever $b'\ne0$. Points with $b'=0$ have $a^2=2s/\gamma$, where (2) gives $Da''=-sa\ne0$; they are isolated, and continuity extends the linear equation across them. Since $a$ is positive and decays, it has a maximum at some $t_0$. There $b'=0$ and $b=1/A$ with $A^2=2s/\gamma$, so $b=\cosh[(t-t_0)/\tau]/A$ and

$$a=A\,\mathrm{sech}\frac{t-t_0}{\tau},\qquad s=\frac{D}{\tau^2},\qquad \gamma A^2=\frac{2D}{\tau^2}.\tag{4}$$

Conversely, $(\mathrm{sech}\,x)'=-\mathrm{sech}\,x\tanh x$ and $(\mathrm{sech}\,x)''=\mathrm{sech}\,x-2\,\mathrm{sech}^3x$. Substituting in (2), the terms in $\mathrm{sech}$ balance if $D/\tau^2=s$ and those in $\mathrm{sech}^3$ if $2D/\tau^2=\gamma A^2$. Up to time shift and constant phase, (4) is the whole set for given $s>0$.

A numerical test used $s=1.3$, $D=0.7$, $\gamma=2.1$ in scaled units. A fixed-point iteration of (2), started from a chirped Gaussian, reached (4) within $5\times10^{-9}$ of the peak amplitude.

## (c) Width, spectrum and energy

**Question.** Express the duration through the pulse energy $W$ and find the time-bandwidth product. Then find $W$ for $g=g_0/(1+W/W_L)$, with $D$ constant.

**Solution.** Since $\int\mathrm{sech}^2x\,dx=2$, $W=2A^2\tau$. With (4), $\gamma W=4D/\tau$, so

$$\tau=\frac{4D}{\gamma W},\qquad s=\frac{D}{\tau^2}=\frac{\gamma^2W^2}{16D}.\tag{5}$$

The absorber shortens the pulse and the filter lengthens it. At fixed energy $\tau\to0$ as $D\to0$: without filtering nothing in this model stops the shortening.

The power falls to half at $t=\pm\tau\,\mathrm{arccosh}\sqrt2$, so the full width is $\Delta t=2\tau\,\mathrm{arccosh}\sqrt2=1.763\,\tau$. For the spectrum let $J(k)=\int\mathrm{sech}\,x\,e^{-ikx}dx$. Integrate around the strip between the real axis and $\mathrm{Im}\,x=\pi$. As $\mathrm{sech}(x+i\pi)=-\mathrm{sech}\,x$, the two edges give $J(1+e^{\pi k})$. The pole at $i\pi/2$ has residue $e^{\pi k/2}/i$. Hence $J=\pi\,\mathrm{sech}(\pi k/2)$. Half spectral power lies at $\omega=2\,\mathrm{arccosh}\sqrt2/(\pi\tau)$, and the full width in frequency is $\Delta\nu=\omega/\pi$. Therefore

$$\Delta\nu\,\Delta t=\left(\frac{2\,\mathrm{arccosh}\sqrt2}{\pi}\right)^2=0.315.$$

The energy follows from $l=g+s$:

$$l=H(W)=\frac{g_0}{1+W/W_L}+\frac{\gamma^2W^2}{16D}.\tag{6}$$

$H$ is strictly convex and grows without bound. For $g_0>l$ there are two positive roots if its minimum lies below $l$, and none if it lies above. For $g_0<l$ there is one, on the rising side. With $r=W/W_L$,

$$H'(W)=\frac1W\left(2s-\frac{gr}{1+r}\right).\tag{7}$$

If the gain line itself provides the filtering, $D$ depends on $g$. The shape (4) is unchanged, but (6) and (7) must be altered.

The closure was tested by following the pulse over many steps with $g_0=1.5$, $l=1$, $W_L=1.5$ and $D=\gamma=1$, the gain adjusting at once. The final energy agreed with the lower root of (6) to the six printed decimals.

## (d) Is the pulse stable at fixed gain?

**Question.** Find the growth rates of small perturbations when $g$ is held fixed.

**Solution.** Write $a=A[\mathrm{sech}\,x+v+iz]$ with $x=t/\tau$ and real $v,z$. By (4), $\gamma a^2=2s\,\mathrm{sech}^2x$ for the steady pulse. The cubic term contributes three times this to $v$ and once to $z$:

$$T_R\partial_Tv=Lv,\quad L=s(-1+\partial_x^2+6\,\mathrm{sech}^2x),\qquad T_R\partial_Tz=s(-1+\partial_x^2+2\,\mathrm{sech}^2x)z.$$

Let $B_n=\partial_x+n\tanh x$ and $B_n^\dagger=-\partial_x+n\tanh x$. Multiplying out,

$$B_n^\dagger B_n=-\partial_x^2+n^2-n(n+1)\mathrm{sech}^2x,\quad B_nB_n^\dagger=-\partial_x^2+n^2-n(n-1)\mathrm{sech}^2x.$$

The two products share their nonzero spectrum, and $B_n^\dagger B_n$ has the additional zero mode $\mathrm{sech}^nx$. For $n=1$ the partner is $-\partial_x^2+1$, so $-\partial_x^2-2\,\mathrm{sech}^2x$ has the eigenvalue $-1$ and a continuum from 0 upward. For $n=2$ it follows that $-\partial_x^2-6\,\mathrm{sech}^2x$ has eigenvalues $-4$ and $-1$ and the same continuum.

So $L$ has eigenvalues $3s$ and 0 and a continuum at and below $-s$; $z$ has eigenvalue 0 and the same continuum. The zeros are the free time shift and phase. The mode $\mathrm{sech}^2x$ grows as $e^{3sT/T_R}$: extra power opens the absorber and amplifies itself. The steady pulse is therefore unstable at fixed gain.

## (e) What saturable gain can do

**Question.** Let the gain obey $T_R\,dg/dT=\kappa[g_0-g(1+W/W_L)]$, where $\kappa=T_R/\tau_L$ and $\tau_L$ is the gain lifetime. Which root of (6) can be stable, and when does slow gain destabilize it?

**Solution.** Let $G$ be the gain perturbation. The energy perturbation is $2A^2\tau\int\mathrm{sech}\,x\,v\,dx=W\int\mathrm{sech}\,x\,v\,dx$. For growth as $e^{\lambda T/T_R}$,

$$\lambda v=Lv+G\,\mathrm{sech}\,x,\qquad \lambda G=-\kappa(1+r)G-\kappa gr\int\mathrm{sech}\,x\,v\,dx.$$

Only the even part of $v$ couples to $G$. Eliminating it gives

$$\Phi(\lambda)=\lambda+\kappa(1+r)+\kappa gr\,R(\lambda)=0,\quad R(\lambda)=\int\mathrm{sech}\,x\,(\lambda-L)^{-1}\mathrm{sech}\,x\,dx.$$

To find $R(0)$, note that $L\,\mathrm{sech}\,x=4s\,\mathrm{sech}^3x$. Since $L(\mathrm{sech}\,x\tanh x)=0$,

$$L(x\,\mathrm{sech}\,x\tanh x)=2s(\mathrm{sech}\,x\tanh x)'=s(4\,\mathrm{sech}^3x-2\,\mathrm{sech}\,x).$$

Subtraction gives $L(\mathrm{sech}\,x-x\,\mathrm{sech}\,x\tanh x)=2s\,\mathrm{sech}\,x$. By parts, $\int x\,\mathrm{sech}^2x\tanh x\,dx=\frac12\int\mathrm{sech}^2x\,dx=1$. Hence $R(0)=-(2-1)/(2s)=-1/(2s)$ and

$$\Phi(0)=\kappa\left(1+r-\frac{gr}{2s}\right).$$

On even functions $L$ has no spectrum between $-s$ and $3s$, so $\Phi$ is continuous for $0\le\lambda<3s$. Near $3s$, $R$ behaves as a positive constant divided by $\lambda-3s$, because $\mathrm{sech}$ overlaps the growing mode. So $\Phi\to-\infty$ from below $3s$. If $\Phi(0)>0$, a positive real root exists. Stability thus requires

$$2s<\frac{gr}{1+r},\tag{8}$$

which by (7) is the falling side of $H$, the lower root. For $\kappa=1$, $g=0.05$, $r=1$ the limit is $s=0.0125$; numerical eigenvalues showed decay at 0.96 of this $s$ and growth at 1.04 of it.

Condition (8) is necessary but not sufficient. Suppose $|\lambda|\gg s$. Then $(\lambda-L)^{-1}\approx1/\lambda+L/\lambda^2$, and with $\int\mathrm{sech}^4x\,dx=4/3$, $R\approx2/\lambda+16s/(3\lambda^2)$. Multiplying $\Phi=0$ by $\lambda$,

$$\lambda^2+\kappa(1+r)\lambda+\omega_0^2\left(1+\frac{8s}{3\lambda}\right)=0,\qquad\omega_0^2=2\kappa gr.$$

Insert $\lambda=i\omega_0+\sigma$ and keep first order in $\sigma$, $s$ and $\kappa(1+r)$, all small beside $\omega_0$. The terms are $2i\omega_0\sigma+i\omega_0\kappa(1+r)-i\omega_0\,8s/3=0$, so

$$\sigma=\tfrac12\left[\tfrac83s-\kappa(1+r)\right].\tag{9}$$

Pulse energy and gain exchange a relaxation oscillation. The absorber drives it and gain relaxation damps it. When the drive wins, the pulse train becomes unstable towards Q-switching. As $s\propto\gamma^2W^2/D$, a stronger absorber shortens the pulse at fixed $W$ but raises the drive quadratically.

## (f) A 1 GHz laser

**Question.** Evaluate the results for a ring in the regime of Cr:YAG at 1500 nm, using these rough typical or chosen values: $T_R=1$ ns, $\tau_L=4$ µs, emission cross-section $\sigma_e=3\times10^{-19}$ cm², beam radii 100 µm in the crystal and 40 µm on the absorber, $l=0.020$, $q_0=0.005$, $g_0=0.021$, absorber saturation fluence 50 µJ/cm², recovery time 0.5 ps, and filter full width 30 nm. How large are the neglected effects?

**Solution.** The absorber intensity is $I_A=(50\ \mathrm{µJ/cm^2})/(0.5\ \mathrm{ps})=10^8$ W/cm². Thus $P_A=\pi w^2I_A=5027$ W and $\gamma=0.005/5027=9.95\times10^{-7}$ W⁻¹. The filter has $\Omega_f=\pi c\,\Delta\lambda/\lambda^2=12.56$ rad/ps and $D=1/(2\Omega_f^2)=3.171\times10^{-3}$ ps². For one pass through the crystal and a pump that is uniform across the laser mode, $P_L=\pi w^2h\nu/(\sigma_e\tau_L)=34.7$ W, so $W_L=P_LT_R=34.7$ nJ.

Equation (6) has roots 1.86 nJ and 17.7 nJ. The lower one gives

$$\tau=\frac{4(3.171\times10^{-3})}{(9.947\times10^{-7})(1856)}\ \mathrm{ps}=6.87\ \mathrm{ps},$$

with $W$ in W ps. The full width is 12.1 ps, the peak power $W/(2\tau)=135$ W, and the spectral width 26 GHz, or 0.195 nm. The net loss outside the pulse is $s=D/\tau^2=6.72\times10^{-5}$. At the upper root $\tau$ would be about 0.7 ps, close to the recovery time, so the model fails there in any case.

Condition (8) reads $1.34\times10^{-4}<1.01\times10^{-3}$ and holds. In (9) the drive is $1.79\times10^{-4}$ and the damping $2.63\times10^{-4}$, so $\sigma=-4.2\times10^{-5}$ per round trip; the full eigenvalue calculation gives $-4.3\times10^{-5}$. Within this model the oscillation runs at 110 kHz and its amplitude decays in 23 µs, so weak pump noise near that frequency is resonantly enhanced. With $\kappa$ cut to one third and $s,g,r$ held fixed, the numerical test found growth, as (9) predicts.

Kerr phase and dispersion replace $\gamma$ by $\gamma-i\delta$ and $D$ by $D+iD_2$, where $D_2$ is half the group-delay dispersion. The trial pulse $A\,\mathrm{sech}^{p}(t/\tau)$ with $p=1+i\beta$ uses $(\mathrm{sech}^px)''=p^2\mathrm{sech}^px-p(p+1)\mathrm{sech}^{p+2}x$ and requires

$$(D+iD_2)(2-\beta^2+3i\beta)=(\gamma-i\delta)A^2\tau^2.$$

To first order $\beta=-\frac23(D_2/D+\delta/\gamma)$. A 10 mm crystal with Kerr index $7\times10^{-16}$ cm²/W gives $\delta/\gamma=0.094$, and 200 fs² gives $D_2/D=0.032$. Then $\beta=-0.084$. For the duration at fixed energy, put $A^2\tau^2=W\tau/2$, divide the condition by $\gamma-i\delta$ and take the real part. With $d=D_2/D$ and $k=\delta/\gamma$, the relative change of $\tau$ is $(d+k)(7d-2k)/9$ to second order. Its two parts nearly cancel for these values, which leaves only 0.05 %.

Five further omissions are also small when compared term by term:

- The next absorber term, averaged over the Gaussian beam, is $\frac43A^2/P_A=3.6$ % of the one kept at the pulse peak.
- Finite recovery removes 0.4 % of the pulse-averaged absorber action.
- The filter's cubic phase is 0.45 % of its quadratic term at the rms frequency.
- A crystal gain width of 200 nm adds 0.09 % to $D$.
- The gain drop during one pulse is 0.4 % of $s$.

Small terms can still add up in the results. Together the effects listed so far lengthen the pulse by about 6 %: about 4.4 % comes from the full saturation of the absorber and about 1.6 % from its finite recovery. They strengthen the damping by roughly a fifth, to $\sigma\approx-5.3\times10^{-5}$, because $\sigma$ is a small difference of two larger numbers.

Two more omissions depend on the layout. The power varies by about 4 % around the ring, so the order of the elements matters at this level: with the absorber before the rest of the linear loss the pulse is about 2 % shorter and the damping 10 % weaker, and with it after that loss the pulse is about 1 % longer and the damping 4 % stronger. Gain saturation also varies across the beam. For a uniform pump this shortens the pulse by 2 %. For a Gaussian pump as wide as the mode and the same $g_0$, the gain saturates faster: $W$ falls to 1.36 nJ, the full width rises to 16.6 ps and $\sigma$ becomes $-8.5\times10^{-5}$. The pump profile therefore outweighs all the other corrections.

The pulse is more sensitive to the gain lifetime, which can change with temperature. At fixed pump and loss $g_0\propto\tau_L$, so a 4.8 % fall in lifetime on heating brings the laser to threshold.

Beside real Cr:YAG lasers, 12 ps is long: with managed dispersion and Kerr phase they can produce pulses far below 1 ps, a regime outside this model. The wide crystal beam was chosen to keep the Kerr phase small. At 50 µm, with $\gamma$ and $W$ fixed, $\delta/\gamma$ would rise fourfold to 0.38 and $\beta$ to about $-0.26$. A semiconductor absorber can also have a slow recovery component. If 10 % of $\gamma$ were lost to it, and its own pulse shaping were ignored, (5) would lengthen the pulse by 11 % at fixed energy. Changes of transverse mode are not estimated here. The numerical output lists the remaining digits.

## Calculated quantities

```
Test pulse, largest deviation from sech: 4.1e-09 of peak
Test run energy / closure energy: 1.000000
Frozen-gain growth / s (test pulse): 3.00000
Input wavelength: 1500 nm
Input round-trip time: 1.0 ns
Input gain lifetime: 4.0 us
Input emission cross-section: 3.0e-19 cm2
Input beam radius, crystal: 100 um
Input beam radius, absorber: 40 um
Input total amplitude loss l: 0.0200 per round trip
Input absorber part q0: 0.0050 per round trip
Input small-signal gain g0: 0.0210 per round trip
Input absorber saturation fluence: 50 uJ/cm2
Input absorber recovery time: 0.50 ps
Input filter full width: 30 nm
Input Kerr index n2: 7.0e-16 cm2/W
Input crystal length: 10 mm
Input cavity group-delay dispersion: 200 fs2
Input crystal gain full width: 200 nm
Absorber saturation power P_A: 5027 W
Absorber coefficient gamma: 9.947e-07 1/W
Filter half-width Omega_f: 12.558 rad/ps
Filter curvature D: 3.1707e-03 ps2
Gain saturation power P_L: 34.67 W
Gain saturation energy W_L: 34.67 nJ
Pulse energy W (lower root): 1.8562 nJ
Upper root energy: 17.67 nJ
Pulse parameter tau: 6.869 ps
Pulse power FWHM: 12.11 ps
Peak power A^2: 135.1 W
Mean intracavity power: 1.856 W
Spectral FWHM: 26.00 GHz = 0.1952 nm
Time-bandwidth product: 0.3148
Saturated gain g: 0.019933 per round trip
Net loss outside pulse s: 6.720e-05 per round trip
Saturation ratio r = W/W_L: 0.05354
Slope test: 2s = 1.344e-04, g r/(1+r) = 1.013e-03
Frozen-gain growth 3s: 2.016e-04 per round trip
Gain damping kappa(1+r): 2.634e-04 per round trip
Q-switching drive 8s/3: 1.792e-04 per round trip
Oscillation growth, matrix: -4.319e-05 per round trip
Oscillation growth, formula: -4.209e-05 per round trip
Oscillation frequency: 110.1 kHz
Oscillation amplitude decay time: 23.2 us
Neglected: Kerr phase / absorber action: 0.0938
Neglected: dispersion / filtering: 0.0315
Neglected: chirp parameter beta from both: -0.0835
Neglected: change of tau from both: 0.05 %
Neglected: next absorber term, A^2/P_A: 2.69 %
Neglected: absorber recovery time / tau: 0.0728
Neglected: absorber action lost to recovery: 0.42 %
Neglected: filter cubic phase / curvature: 0.45 %
Neglected: crystal gain curvature / D: 0.090 %
Neglected: gain drop in one pulse / s: 0.397 %
Lifetime fall that reaches threshold: 4.76 %
```
